Helfand's interface width in strongly segregated block copolymers

Q: In directed self-assembly the period of a lamellar diblock grows with the length of its chains. I am told that the thickness of the boundary between its A and B layers does not. Why should one length scale with the molecule and the other ignore it?

A: Follow an A chain that strays into the B layer. Each foreign segment costs an energy of about χkT, where χ is the interaction parameter per segment. An excursion of g segments costs gχkT, so excursions much longer than g ≈ 1/χ are rare. A flexible strand of g segments spans about b√g, where b is the statistical segment length. The boundary is therefore about b/√χ thick, and the rest of the chain has not entered the estimate. This suggests the scaling but cannot give the prefactor.

Q: Then derive the prefactor, and say what you assume.

A: I take a flat interface normal to x, and Gaussian chains whose segments have equal volume 1/ρ₀ and, for now, equal length b. The melt is incompressible, so the volume fractions obey φ_A + φ_B = 1. I use mean field, with contact energy kTχφ_Aφ_B per segment, and χ ≪ 1. The blocks are long, χN → ∞, where N is the number of segments in the whole diblock.

Let q(x,s) be the statistical weight of a strand of s segments that ends at x. Adding a segment means a random step r along x, with mean zero and mean square b²/3, and a Boltzmann factor for the local field w, in units of kT:

q(x,s+1) = e^(−w(x)) ⟨q(x−r,s)⟩.

Expanding the average to second order gives q + (b²/6)q″. The linear term vanishes because r has mean zero, and half of b²/3 is b²/6. With e^(−w) ≈ 1 − w, and the small product of w and q″ dropped,

∂q/∂s = (b²/6)q″ − wq.

The field on an A segment is the derivative of the contact energy with respect to φ_A, plus a pressure field ξ that enforces incompressibility:

w_A = χφ_B + ξ,  w_B = χφ_A + ξ.

Q: That equation still contains s, so the position along the chain matters.

A: It matters little near the interface. Features of q as narrow as the interface settle over several times 1/χ segments. Slower variations are much broader than the interface, and there they appear as an amplitude that changes slowly with s. So in this inner zone q(x,s) ≈ f(s)q_A(x), where q_A obeys the equation without ∂/∂s:

(b²/6)q_A″ = (χφ_B + ξ)q_A,
(b²/6)q_B″ = (χφ_A + ξ)q_B.

No eigenvalue appears because I set the fields to zero in each pure phase, where q is flat. This means ξ → 0 on both sides.

The density at x is the product of the weights of the two strands that meet there, summed over s. Deep in B the equation for q_A has one growing and one decaying solution, and the growing one is excluded. Both strands therefore share the same shape, up to a factor. Their product is proportional to q_A², and normalizing to the pure phase gives

φ_A = q_A²,  φ_B = q_B².

Q: A diblock has a joint at the interface. Strands that start there have not settled.

A: That is a fair objection. Those segments are a vanishing share of the interface when χN → ∞, but not at finite N. I would like to finish the limit first and then count them.

Q: Very well. You have two nonlinear equations and an unknown pressure.

A: Incompressibility reads q_A² + q_B² = 1, so a single angle describes both functions:

q_A = sin θ,  q_B = cos θ.

Let B fill the left side, θ = 0, and A the right side, θ = π/2. Differentiating twice,

q_A″ = cos θ θ″ − sin θ θ′²,
q_B″ = −sin θ θ″ − cos θ θ′².

To remove ξ, multiply the first chain equation by q_B, the second by q_A, and subtract:

(b²/6)(q_Bq_A″ − q_Aq_B″) = χq_Aq_B(q_B² − q_A²).

On the left the θ′² terms cancel, and cos²θ + sin²θ = 1 leaves θ″. On the right, q_Aq_B = ½ sin 2θ and q_B² − q_A² = cos 2θ, whose product is ¼ sin 4θ. Thus

θ″ = (3χ/2b²) sin 4θ.

Multiply by θ′ and integrate:

½θ′² = C − (3χ/8b²) cos 4θ.

In pure B both θ and θ′ vanish, so C = 3χ/8b². Pure A gives the same constant, since cos 2π = 1. With 1 − cos 4θ = 2 sin²2θ,

θ′² = (3χ/2b²) sin²2θ,
θ′ = [√(6χ)/(2b)] sin 2θ.

The positive root is taken because A increases to the right. Now φ_A = sin²θ has the slope φ_A′ = sin 2θ θ′, and sin²2θ = 4φ_Aφ_B, so

φ_A′ = [2√(6χ)/b] φ_A(1 − φ_A).

Dividing by φ_A(1 − φ_A) turns the left side into the derivative of ln[φ_A/(1 − φ_A)]. With x = 0 placed where φ_A = ½,

φ_A = 1/[1 + exp(−2√(6χ)x/b)]
  = ½[1 + tanh(√(6χ)x/b)].

Q: A tanh has no edge. What do you call its width?

A: I use the inverse slope at the midpoint, which is the distance over which the tangent there rises from 0 to 1. The slope at x = 0 is [2√(6χ)/b] × ¼ = √(6χ)/(2b), so

a = 2b/√(6χ),  φ_A = ½[1 + tanh(2x/a)].

Other definitions change the number in front. This is the intrinsic width, meaning that of a flat interface without thermal ripples.

Q: You eliminated the pressure. Does a sensible one exist?

A: Multiply the chain equations by q_A and q_B and add them. Since φ_A + φ_B = 1, the right side is 2χφ_Aφ_B + ξ. On the left the θ″ terms cancel and −(b²/6)θ′² remains. By the first integral this is −(χ/4) sin²2θ = −χφ_Aφ_B. Hence

ξ = −3χφ_Aφ_B.

It vanishes in both pure phases, as assumed. It is negative in between because foreign contacts and lost conformations would otherwise thin out the melt there. The field draws segments in and restores the density.

Q: What does this interface cost?

A: The free energy of chains in a field contains the field energy, which must be subtracted to leave their entropy. With zero field in the pure phases the long chains contribute no further excess at leading order, so per area

F/(kTρ₀) = ∫[χφ_Aφ_B − w_Aφ_A − w_Bφ_B] dx.

The chain equation gives w_Aφ_A = (b²/6)q_Aq_A″. Integrating by parts, with flat ends, turns −∫w_Aφ_A dx into (b²/6)∫q_A′² dx, and likewise for B:

F/(kTρ₀) = ∫[(b²/6)(q_A′² + q_B′²) + χφ_Aφ_B] dx.

The first term is the conformational cost of a steep profile, and the second is the cost of mixing. Since q_A′² + q_B′² = θ′², the first integral makes the two terms equal at every x. The integrand is then 2χφ_Aφ_B. From the slope equation, φ_Aφ_B dx = b dφ_A/[2√(6χ)], and φ_A runs from 0 to 1, so the interfacial tension is

γ = kTρ₀ · 2χb/[2√(6χ)] = kTρ₀b√(χ/6).

A larger χ makes the interface thinner and more costly.

Q: I have heard that N drops out because the two polymers have equal segment lengths. Where did you use that?

A: I used it to get a simple profile, and it is not why N drops out. Give the species lengths b_A and b_B. With q_A′ = cos θ θ′ and q_B′ = −sin θ θ′, the integrand becomes

(θ′²/6)(b_A² cos²θ + b_B² sin²θ) + (χ/4) sin²2θ.

The equilibrium profile makes the integral stationary. As x does not appear explicitly, the gradient term minus the mixing term is constant across the interface, and the flat phases make this constant zero. At the midpoint, cos²θ = sin²θ = ½ and sin 2θ = 1, so

θ′²(b_A² + b_B²)/12 = χ/4.

There φ_A′ = θ′, and the inverse slope is

a = √[(b_A² + b_B²)/(3χ)] = 2√[(b_A² + b_B²)/(12χ)].

N is absent again. Unequal lengths make the profile lopsided, and in the midpoint width they replace b² by the mean of the two squares. The tension and the steepest slope do not follow this rule exactly. For b_A = b_B the earlier width returns.

Q: Now the joints. How large is the error for a real block length?

A: I need the period L first, because it fixes how many joints share an interface. Each layer holds two brushes of thickness h = L/4, made of blocks of N/2 segments. In the strong-stretching picture a block follows its most probable path z(s), where z is the distance from the interface, at an elastic cost

(3/2b²)∫(dz/ds)² ds.

A free end may sit at any height z₀, yet each path must reach the interface after N/2 segments. A harmonic path does this, because its quarter period does not depend on its amplitude:

z = z₀ cos(πs/N).

The integral of sin²(πs/N) from 0 to N/2 is N/4, so one block costs

(3/2b²)(π²/N²)(N/4)z₀² = 3π²z₀²/(8Nb²).

Uniform density requires the distribution of ends g(z₀) = z₀/[h√(h² − z₀²)]. To see this, note that a path spends ds = N dz/[π√(z₀² − z²)] segments in dz. The integral of z₀/[√(h² − z₀²)√(z₀² − z²)] over z₀ from z to h is π/2 for every z. The density of segments is then N/(2h) per block at all heights.

With z₀ = h sin t, the mean of z₀² is h²∫sin³t dt from 0 to π/2, which is 2h²/3. One block costs π²h²/(4Nb²), and the two blocks together cost π²L²/(32Nb²).

Q: And the interfaces pull the other way.

A: Yes. A period contains two interfaces and ρ₀L/N chains per area, so each chain owns an area 2N/(ρ₀L). In units of kT the cost per chain is

f = π²L²/(32Nb²) + 2Nb√(χ/6)/L.

Setting df/dL = 0 gives π²L/(16Nb²) = 2Nb√(χ/6)/L², hence

L = [32/(π²√6)]^(1/3) b N^(2/3) χ^(1/6).

Now count the unsettled segments. There are ρ₀L/(2N) joints per area of interface, each with a number of such segments proportional to 1/χ, and the interface holds about ρ₀a segments per area. Apart from a numerical factor, their share is

L/(2Nχa) ~ N^(−1/3)χ^(1/6 − 1 + 1/2) = (χN)^(−1/3).

This is a scaling argument and does not supply the coefficient.

Q: A cube root is slow. Give me numbers.

A: Take χ = 0.04, b = 0.7 nm and a segment volume of 0.18 nm³. Then √(6χ) = √0.24 = 0.490, and the limiting width is

a = 2 × 0.7 nm/0.490 = 2.86 nm.

The tension follows from b√(χ/6) = 0.0572 nm. Dividing by 0.18 nm³ gives γ/kT = 0.318 nm⁻², which is 1.97 mN/m at 450 K.

For finite N I solved the mean-field equations of the whole diblock numerically, keeping ∂/∂s and the joint. The chain equation was expanded in cosines and diagonalized, the fields were made self-consistent by Newton iteration, and the period was relaxed to zero stress. With χ and b held fixed:

N | χN | L (nm) | width (nm) | width/a
500 | 20 | 25.9 | 4.36 | 1.53
1000 | 40 | 43.1 | 3.80 | 1.33
2000 | 80 | 70.1 | 3.54 | 1.24
4000 | 160 | 112.7 | 3.38 | 1.18
8000 | 320 | 180.1 | 3.26 | 1.14

Q: So the width does depend on block length. At N = 500 your formula misses by half.

A: The numerical width is 53% above the limiting one there. Independence of N is a limiting law, and these chains are still approaching it. From N = 500 to 8000 the period grows about sevenfold, while the width falls by a quarter.

Q: Do the data follow your cube root?

A: Roughly. The relative excess, width/a − 1, multiplied by (χN)^(1/3), is 1.43, 1.13, 1.03, 0.98 and 0.95 down the table. It levels off but is not yet constant. Between N = 2000 and 8000 the excess falls as (χN)^(−0.39), somewhat faster than the predicted power of one third. A quadratic fit in (χN)^(−1/3) to the last four rows extrapolates to width/a = 1.04 at infinite N. That is 4% above the expected 1, and I suspect higher-order terms that such a short fit cannot separate.

The period formula gives 28.3 nm at N = 500, about 10% above the numerical 25.9 nm. At N = 8000 it gives 179.8 nm, slightly below the numerical value. The sign of the difference has changed, so the close agreement there may be partly a crossing.

Q: You also left out thermal ripples.

A: They broaden what an average over the interface shows. A displacement u(y,z) of the interface adds area and costs (γ/2)∫|∇u|² dy dz. Equipartition over an area S gives each mode of wavevector k the mean square ⟨|u_k|²⟩ = kT/(γk²S), where kT is the thermal energy. There are S k dk/(2π) modes in dk, so

σ² = ∫ kT/(2πγk) dk = [kT/(2πγ)] ln(λ_max/λ_min).

For γ I use the limiting tension found above, which is a further approximation at finite N. The cutoffs are a matter of judgment. I take the longest wavelength as the period and the shortest as the interface width. For N = 500,

σ² = ln(25.85/4.36)/(2π × 0.3175 nm⁻²) = 0.89 nm²,

so σ = 0.94 nm. Averaging the midpoint slope of a tanh profile of width 4.36 nm over a Gaussian displacement of this size, by numerical quadrature, gives an apparent width of 5.1 nm. That is 16% above the flat width and 20% of the period. The figure moves with the cutoffs: a longest wavelength of L/4 gives 4.5 nm, and a shortest wavelength of b gives 5.7 nm.

Q: Which real material is this, and should an engineer trust 2.86 nm?

A: The parameters are round numbers in the rough regime of polystyrene-block-poly(methyl methacrylate), a standard copolymer for directed self-assembly. At N = 500 the period of 26 nm is of lithographic size. The longest chains in the table, with a period of 180 nm, are far from typical and serve to show the limit. At N = 500, finite χN is the largest of the departures from the ideal that I have sized. In this model, finite length moves the width from 2.9 to 4.4 nm, and ripples move the apparent width to about 5 nm. The ranking changes for longer chains. With the same cutoffs the two effects are about equal at N = 1000, near 1 nm each. At N = 8000 ripples add 1.7 nm against 0.4 nm from finite length.

Two other changes that I tried matter less. Raising χ by 10% lowers the limiting width by 4.7%, and the numerical width at N = 500 by about 7%. Segment lengths of 0.735 and 0.665 nm, a mismatch of 10% of b, raise it by 0.12%. Composition fluctuations, the spread of chain lengths and local packing are not included, and I have not sized them.

Q: If I want a sharper boundary, do I raise χ or N?

A: At fixed b, the limiting width falls as χ^(−1/2), so raising χ sharpens the interface. Raising N at fixed χ removes some of the finite-length excess, but it enlarges the period, which a dense pattern may not allow. If the period must stay fixed, the strong-stretching formula asks for N^(2/3)χ^(1/6) to stay constant, so N ∝ χ^(−1/4). Then χN still grows as χ^(3/4), and both the limiting width and its relative excess fall. This holds for strongly segregated lamellae that can still reach equilibrium. Near χN = 20 the period depends more strongly on χ than the formula says. Doubling χ at the fixed period of 26 nm takes N from 500 to about 400 rather than 420, and the numerical width falls to about 2.8 nm.

Q: Can I push χ as far as I like?

A: Not within this derivation. It expanded q over one segment step, so a must be well above b. Here a/b = 4.1. The formula would give a = b at χ = 2/3, where the field changes within a single segment and e^(−w) ≈ 1 − w is poor as well. At the other end, when χN is too small, the layers are no longer pure and the bulk conditions behind the first integral fail. At N = 500 the A fraction at the centre of an A layer is still 0.98, so the layers are nearly pure. The interface is nevertheless half again as wide as the limit, so nearly pure layers do not by themselves justify using the limiting width.

All numerical values are calculated from the stated model.
